# PAW Expectation Values: Where Locality, Completeness and Non-Overlap Enter: a numerical check

```python
"""
Result under test (PAW form of a local or semilocal operator A):
  <psi|A psi> = <pt|A pt>
     + sum over same-site pairs c_i (<phi_i|A phi_j> - <phit_i|A phit_j>) c_j
psi: all-electron state, pt: pseudo state, c_i = <p_i|pt>,
phi / phit: all-electron / pseudo partial waves, p: projectors.
Model: one electron in one dimension, two Gaussian wells, hard-wall box.
Lengths in angstrom, energies in eV. The left side uses the diagonalized
grid Hamiltonian; the right side uses only pseudo state and partial waves.
"""
import numpy as np
import scipy.sparse as sp
from scipy.linalg import eigh_tridiagonal
from scipy import constants as const

kin = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # hbar^2/2m, eV A^2
hartree = const.physical_constants["Hartree energy in eV"][0]
depth, width, site_pos, half_box, h = 100.0, 0.1, 1.2, 5.0, 0.005
radius = 1.0


def well(s):
    return -depth * np.exp(-(s / width)**2)


def solve_states(step):
    n_half = int(round(half_box / step))
    grid = np.arange(-n_half, n_half + 1) * step
    pot = well(grid - site_pos) + well(grid + site_pos)
    e, v = eigh_tridiagonal(2 * kin / step**2 + pot,
                            np.full(grid.size - 1, -kin / step**2),
                            select="i", select_range=(0, 1))
    return grid, pot, e, v / np.sqrt(step)


x, potential, energy, states = solve_states(h)
N = x.size
center = N // 2
shift = int(round(site_pos / h))
site_index = [center - shift, center + shift]
psi0, psi1 = states[:, 0], states[:, 1]
if psi0[site_index[0]] < 0:
    psi0 = -psi0
if psi1[site_index[1]] < 0:
    psi1 = -psi1


def radial_pair(eps, odd, k_c):
    """Solution of the single-well grid equation and its smooth partner."""
    s = np.arange(N) * h
    factor = 2 + h**2 / kin * (well(s) - eps)
    u = np.zeros(N)
    if odd:
        u[1] = h
    else:
        u[0], u[1] = 1.0, factor[0] / 2
    for k in range(1, N - 1):
        u[k + 1] = factor[k] * u[k] - u[k - 1]
    powers = 2 * np.arange(4) + odd
    match = np.arange(k_c, k_c + 4)
    coef = np.linalg.solve(s[match][:, None]**powers, u[match])
    ut = u.copy()
    ut[:k_c] = (s[:k_c][:, None]**powers) @ coef
    return u, ut


def build_set(r_c, eps_list):
    k_c = int(round(r_c / h))
    pairs = [(odd,) + radial_pair(e, odd, k_c)
             for e in eps_list for odd in (0, 1)]
    phi, phit, proj, site = [], [], [], []
    for r, n0 in enumerate(site_index):
        offset = np.arange(N) - n0
        local = []
        for odd, u, ut in pairs:
            sign = np.sign(offset) if odd else 1.0
            phi.append(sign * u[abs(offset)])
            local.append(sign * ut[abs(offset)])
            site.append(r)
        local = np.array(local).T
        weight = np.where(abs(offset) < k_c,
                          (1 - (offset * h / r_c)**2)**2, 0.0)
        weighted = weight[:, None] * local
        gram = local.T @ weighted * h
        proj.append(weighted @ np.linalg.inv(gram))
        phit.append(local)
    return dict(phi=np.array(phi).T, phit=np.hstack(phit),
                p=np.hstack(proj), site=np.array(site), k_c=k_c)


def pseudize(psi, b):
    """Invert psi = pt + sum_i (phi_i - phit_i) <p_i|pt> exactly."""
    diff = b["phi"] - b["phit"]
    m = np.eye(diff.shape[1]) + b["p"].T @ diff * h
    c = np.linalg.solve(m, b["p"].T @ psi * h)
    return psi - diff @ c


def paw_terms(A, left, right, b, same_site=True):
    """Plain pseudo term and partial-wave correction."""
    f, ft = b["phi"], b["phit"]
    af, aft = A @ f, A @ ft
    integrand = f[:, :, None] * af[:, None, :] - ft[:, :, None] * aft[:, None, :]
    delta = integrand.sum(axis=0) * h
    if same_site:
        delta = delta * (b["site"][:, None] == b["site"][None, :])
    cl, cr = b["p"].T @ left * h, b["p"].T @ right * h
    return left @ (A @ right) * h, cl @ delta @ cr


def remainder(A, pt, b):
    """Terms dropped by the formula: incompleteness part, intersite part."""
    c = b["p"].T @ pt * h
    d, f = [], []
    for r in (0, 1):
        own = b["site"] == r
        d.append((b["phi"] - b["phit"])[:, own] @ c[own])
        f.append(pt - b["phit"][:, own] @ c[own])
    part1 = sum(d[r] @ (A @ f[r]) + f[r] @ (A @ d[r]) for r in (0, 1)) * h
    part2 = (d[0] @ (A @ d[1]) + d[1] @ (A @ d[0])) * h
    return part1, part2


def defect_norm(pt, b):
    c = b["p"].T @ pt * h
    total = 0.0
    for r, n0 in enumerate(site_index):
        own = b["site"] == r
        inside = abs(np.arange(N) - n0) <= b["k_c"]
        total += np.sum((pt - b["phit"][:, own] @ c[own])[inside]**2) * h
    return np.sqrt(total)


one = sp.identity(N, format="csr")
V = sp.diags([potential], [0], format="csr")
K = sp.diags([np.full(N - 1, -1.0), np.full(N, 2.0), np.full(N - 1, -1.0)],
             [-1, 0, 1], format="csr") * (kin / h**2)
X2 = sp.diags([x**2], [0], format="csr")
ddx = sp.diags([np.full(N - 1, -1.0), np.full(N - 1, 1.0)],
               [-1, 1], format="csr") / (2 * h)
# potential of opposite sign for even and odd functions about the right well
parity_amp, parity_width = 10.0, 0.2
rows = np.arange(N)
cols = 2 * site_index[1] - rows
ok = (cols >= 0) & (cols < N)
par_values = parity_amp * np.exp(-((x - x[site_index[1]]) / parity_width)**2)
parity_pot = sp.csr_matrix((par_values[ok], (rows[ok], cols[ok])), shape=(N, N))
# nonlocal operator: reflection of the whole box, x -> -x
reflect = sp.csr_matrix((np.ones(N), (rows, rows[::-1])), shape=(N, N))


def direct(A, a, b):
    return a @ (A @ b) * h


print(f"well depth {depth:.1f} eV, width {width:.2f} A")
print(f"wells at +-{site_pos:.2f} A, box half-length {half_box:.1f} A")
print(f"r_c {radius:.2f} A, grid step {h:.4f} A")
print(f"hbar^2/2m = {kin:.5f} eV A^2")
print(f"E0 = {energy[0]:.4f} eV = {energy[0] / hartree:.5f} hartree")
print(f"E1 = {energy[1]:.4f} eV")
fine_energy = solve_states(h / 2)[2]
grid_shift = fine_energy[0] - energy[0]
print(f"E0 change on halving the grid step = {grid_shift:.1e} eV")
assert abs(grid_shift) < 0.01

# Complete set for both states: partial waves at both eigenenergies
full = build_set(radius, energy)
pt0, pt1 = pseudize(psi0, full), pseudize(psi1, full)
for r in (0, 1):
    own = full["site"] == r
    dual = full["p"][:, own].T @ full["phit"][:, own] * h
    assert np.allclose(dual, np.eye(own.sum()), atol=1e-7)
rebuilt = pt0 + (full["phi"] - full["phit"]) @ (full["p"].T @ pt0 * h)
assert np.max(abs(rebuilt - psi0)) < 1e-7
full_defect = defect_norm(pt0, full)
assert full_defect < 1e-6
print(f"psi0 at well = {psi0[site_index[1]]:.4f} A^-1/2")
print(f"pseudo psi0 at well = {pt0[site_index[1]]:.4f} A^-1/2")
print(f"completeness defect, eigenenergy set = {full_defect:.1e}")

print("State 0: direct | pseudo term | correction | PAW sum")
coef0 = full["p"].T @ pt0 * h
results = {}
for name, unit, A in [("norm", "", one), ("potential", "eV", V),
                      ("kinetic", "eV", K), ("x^2", "A^2", X2),
                      ("parity pot.", "eV", parity_pot)]:
    exact = direct(A, psi0, psi0)
    plain, corr = paw_terms(A, pt0, pt0, full)
    assert abs(exact - plain - corr) < 1e-6, name
    results[name] = exact
    print(f" {name} {exact:.5f} | {plain:.5f} | {corr:.5f} | "
          f"{plain + corr:.5f} {unit}")
    if name in ("norm", "potential", "kinetic"):
        ae = ps = 0.0
        for r, n0 in enumerate(site_index):
            own = full["site"] == r
            inside = abs(np.arange(N) - n0) <= full["k_c"]
            wave = full["phi"][:, own] @ coef0[own]
            wavet = full["phit"][:, own] @ coef0[own]
            ae += np.sum((wave * (A @ wave))[inside]) * h
            ps += np.sum((wavet * (A @ wavet))[inside]) * h
        assert abs(ae - ps - corr) < 1e-6
        print(f"   both spheres: all-el. {ae:.5f}, pseudo {ps:.5f} {unit}")
assert abs(results["kinetic"] + results["potential"] - energy[0]) < 1e-6

exact = direct(ddx, psi0, psi1)
plain, corr = paw_terms(ddx, pt0, pt1, full)
assert abs(exact - plain - corr) < 1e-6 and abs(exact) > 1e-3
print("<0|d/dx|1>: direct | pseudo term | correction")
print(f" {exact:.5f} | {plain:.5f} | {corr:.5f} A^-1")

# Finite sets at fixed reference energies: completeness is only approximate
print("Finite sets: defect | kinetic error (direct - PAW)")
references = [-20.0, -10.0, -5.0]
defects, errors = [], []
for count in (1, 2, 3):
    b = build_set(radius, references[:count])
    pt = pseudize(psi0, b)
    err = direct(K, psi0, psi0) - sum(paw_terms(K, pt, pt, b))
    part1, part2 = remainder(K, pt, b)
    assert abs(err - part1 - part2) < 1e-6
    assert abs(part2) < 1e-9
    defects.append(defect_norm(pt, b))
    errors.append(abs(err))
    print(f" {references[:count]} eV: {defects[-1]:.2e} | {err:.2e} eV")
assert defects[0] > defects[1] > defects[2]
assert errors[2] < 0.1 * errors[0]

# Locality broken: reflection links the two spheres
exact = direct(reflect, psi0, psi0)
value = sum(paw_terms(reflect, pt0, pt0, full))
part1, part2 = remainder(reflect, pt0, full)
assert abs(exact - value - part1 - part2) < 1e-6
assert abs(exact - value) > 0.01
print(f"reflection (nonlocal): direct {exact:.5f}, formula {value:.5f}")
print(f"   dropped terms: X1 {part1:.5f}, X2 {part2:.5f}")

# Same-site restriction broken: all pairs summed
wrong = sum(paw_terms(one, pt0, pt0, full, same_site=False))
assert abs(wrong - 1) > 0.01
print(f"norm if all pairs i,j are summed = {wrong:.5f}")

# Non-overlap broken: larger spheres, same energies
big_radius = 1.8
big = build_set(big_radius, energy)
ptb = pseudize(psi0, big)
err = direct(K, psi0, psi0) - sum(paw_terms(K, ptb, ptb, big))
part1, part2 = remainder(K, ptb, big)
assert abs(err - part1 - part2) < 1e-6
assert abs(err) > 1e-5 and abs(part2) > 1e-5
big_defect = defect_norm(ptb, big)
assert big_defect > 100 * full_defect
print(f"overlapping spheres, r_c {big_radius:.2f} A: defect {big_defect:.2e}")
print(f"   kinetic error {err:.2e} eV = X1 {part1:.2e} + X2 {part2:.2e}")

print("all good")
```

Running it gives:

```
well depth 100.0 eV, width 0.10 A
wells at +-1.20 A, box half-length 5.0 A
r_c 1.00 A, grid step 0.0050 A
hbar^2/2m = 3.80998 eV A^2
E0 = -15.5241 eV = -0.57050 hartree
E1 = -15.0057 eV
E0 change on halving the grid step = 5.5e-04 eV
psi0 at well = 0.8977 A^-1/2
pseudo psi0 at well = 0.4454 A^-1/2
completeness defect, eigenenergy set = 3.5e-13
State 0: direct | pseudo term | correction | PAW sum
 norm 1.00000 | 0.47307 | 0.52693 | 1.00000 
   both spheres: all-el. 0.97815, pseudo 0.45122 
 potential -26.20435 | -6.95169 | -19.25266 | -26.20435 eV
   both spheres: all-el. -26.20435, pseudo -6.95169 eV
 kinetic 10.68026 | 1.55517 | 9.12509 | 10.68026 eV
   both spheres: all-el. 11.01947, pseudo 1.89438 eV
 x^2 1.53032 | 0.75197 | 0.77835 | 1.53032 A^2
 parity pot. 2.25031 | 0.67213 | 1.57818 | 2.25031 eV
<0|d/dx|1>: direct | pseudo term | correction
 0.08179 | 0.06360 | 0.01819 A^-1
Finite sets: defect | kinetic error (direct - PAW)
 [-20.0] eV: 3.77e-01 | 4.04e+00 eV
 [-20.0, -10.0] eV: 1.74e-02 | -1.17e-01 eV
 [-20.0, -10.0, -5.0] eV: 5.55e-04 | 2.40e-03 eV
reflection (nonlocal): direct 1.00000, formula 1.52342
   dropped terms: X1 -0.65933, X2 0.13591
norm if all pairs i,j are summed = 2.05036
overlapping spheres, r_c 1.80 A: defect 3.40e-02
   kinetic error -1.24e-01 eV = X1 -1.05e-01 + X2 -1.86e-02
all good
```
